# Europium(III) magnetic moment at room temperature from the 7F multiplet

## The question

A europium(III) β-diketonate, used as a precursor for vapour deposition, is checked by measuring its magnetic susceptibility near room temperature. The ion has the configuration $4f^6$. Its ground term is $^7F$, with $L=S=3$, and its lowest level has $J=0$.

Treat each ion as isolated and keep the 49 states of the $^7F$ term. Angular momenta are in units of $\hbar$, and energies are in cm$^{-1}$. The spin-orbit coupling and the Zeeman energy in a field $B$ along $z$ are

$$H=\lambda\,\mathbf L\cdot\mathbf S+hD,\qquad h=\mu_B B,\qquad D=L_z+2S_z,$$

with $\lambda>0$. The spin $g$ factor is taken as 2. The effective moment $\mu_{\rm eff}$, in Bohr magnetons, is defined through the mean moment $m$ per ion in a weak field:

$$m=\frac{\mu_B^2\mu_{\rm eff}^2}{3kT}\,B .$$

Write $x=\lambda/kT$. For numerical work take $\lambda=300$ cm$^{-1}$, a round effective value, and $T=300$ K.

## Part (a): levels and first-order moments

**Find the energies of the levels $J=0,\dots,6$ and the moment operator within each level. Why might one expect a weak magnetic response?**

**Answer.** Squaring $\mathbf J=\mathbf L+\mathbf S$ gives $\mathbf J^2=\mathbf L^2+\mathbf S^2+2\mathbf L\cdot\mathbf S$. Since $L(L+1)=S(S+1)=12$,

$$\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-24].$$

Measured from $J=0$, the energies and intervals are

$$E_J=\tfrac{\lambda}{2}J(J+1),\qquad E_J-E_{J-1}=\lambda J .$$

Within one level, the projection theorem replaces $\mathbf S$ by $\mathbf J\,(\mathbf S\cdot\mathbf J)/[J(J+1)]$. From $\mathbf L=\mathbf J-\mathbf S$,

$$\mathbf S\cdot\mathbf J=\tfrac12(\mathbf J^2+\mathbf S^2-\mathbf L^2)=\tfrac12\mathbf J^2,$$

because $L=S$. Hence $\mathbf S\to\mathbf J/2$, and

$$\mathbf L+2\mathbf S=\mathbf J+\mathbf S\to\tfrac32\mathbf J .$$

Every level with $J\ge1$ has $g_J=3/2$. The ground level is a single state with no first-order moment. If field-induced mixing of levels were ignored, the response would come from thermally excited levels alone.

## Part (b): the susceptibility to second order

**Derive the weak-field response, including mixing between levels.**

**Answer.** The field conserves the quantum number $M$ of $J_z$. States with equal $M$ and different $J$ have different energies, so ordinary second-order perturbation theory applies in the basis $|J,M\rangle$. With $n$ denoting one such state,

$$E_n(h)=E_n+hD_{nn}+h^2\epsilon_n,\qquad
\epsilon_n=\sum_{m\ne n}\frac{|D_{mn}|^2}{E_n-E_m}.$$

Expand the Boltzmann factor to order $h^2$:

$$e^{-E_n(h)/kT}\simeq e^{-E_n/kT}\left[1-\frac{hD_{nn}}{kT}-\frac{h^2\epsilon_n}{kT}+\frac{h^2D_{nn}^2}{2(kT)^2}\right].$$

The linear terms cancel in the sum over $M$ and $-M$. With zero-field populations $p_n$, the free energy $F=-kT\ln\sum_n e^{-E_n(h)/kT}$ becomes

$$F=F_0+h^2\sum_n p_n\left[\epsilon_n-\frac{D_{nn}^2}{2kT}\right].$$

The moment is $m=-\partial F/\partial B$. Differentiating $h^2=\mu_B^2B^2$ gives

$$\frac{m}{\mu_B^2B}=\sum_n p_n\frac{D_{nn}^2}{kT}
+2\sum_n p_n\sum_{m\ne n}\frac{|D_{mn}|^2}{E_m-E_n}.$$

Multiplication by $3kT$ gives $\mu_{\rm eff}^2$. The first sum is the first-order part, and the second is the Van Vleck part. For a pair of states with $E_m>E_n$, the two orderings in the second sum combine to

$$\frac{2|D_{mn}|^2(p_n-p_m)}{E_m-E_n}.$$

The induced moment of the upper state opposes that of the lower one, so populating the upper state weakens their joint contribution.

## Part (c): strength of the mixing

**Find $T_J=\sum_M|\langle J-1,M|D|J,M\rangle|^2$.**

**Answer.** Since $D=J_z+S_z$ and $J_z$ does not connect different $J$, only $S_z$ contributes. As a component of a vector operator, it connects $J$ to $J$ and $J\pm1$.

Consider the sum of $\langle J,M|S_z^2|J,M\rangle$ over $M$. A complete level is rotationally invariant, so $S_x^2$, $S_y^2$ and $S_z^2$ have equal sums:

$$\sum_M\langle S_z^2\rangle=\frac{(2J+1)S(S+1)}3=4(2J+1).$$

Now insert a complete set of states between the two factors of $S_z$. The part within level $J$, where $S_z=J_z/2$, is

$$\frac14\sum_M M^2=\frac{J(J+1)(2J+1)}{12}.$$

The neighbouring levels supply $T_J$ and $T_{J+1}$. Therefore

$$T_J+T_{J+1}=(2J+1)\left[4-\frac{J(J+1)}{12}\right],\qquad T_0=0.$$

This recursion determines every $T_J$. Its solution is

$$T_J=\frac{J(49-J^2)}{12}.$$

To verify it, use $J^3+(J+1)^3=(2J+1)(J^2+J+1)$. Then

$$T_J+T_{J+1}=\frac{(2J+1)(49-J^2-J-1)}{12},$$

which is the required right-hand side, and $T_0=0$. For the link between $J=0$ and $J=1$, $T_1=4$.

## Part (d): a closed formula

**Combine these results into one expression for $\mu_{\rm eff}^2$.**

**Answer.** Define

$$w_J=e^{-xJ(J+1)/2},\qquad Z=\sum_{J=0}^{6}(2J+1)w_J .$$

Each state of level $J$ has population $w_J/Z$. In the first-order part $D_{nn}=3M/2$, so

$$3\sum_n p_nD_{nn}^2
=\frac{27}{4Z}\sum_J w_J\frac{J(J+1)(2J+1)}3
=\frac94\langle J(J+1)\rangle .$$

The Van Vleck contribution of the link between $J-1$ and $J$ is

$$3kT\,\frac{2T_J}{\lambda J}\,\frac{w_{J-1}-w_J}{Z}
=\frac{49-J^2}{2xZ}(w_{J-1}-w_J).$$

Sum this over $J=1,\dots,6$ and collect the coefficient of each $w_J$. The coefficient of $w_0=1$ is 48. For $1\le J\le5$ it is

$$[49-(J+1)^2]-[49-J^2]=-(2J+1).$$

For $J=6$ it is $-(49-36)=-13$, which is also $-(2J+1)$. The sum is thus $48-(Z-1)=49-Z$, and

$$\boxed{\mu_{\rm eff}^2=\frac94\langle J(J+1)\rangle+\frac{1}{2x}\left(\frac{49}{Z}-1\right)}.$$

Both parts were tested against numerical diagonalization of the 49-state term for $\lambda=100$, 300 and 370 cm$^{-1}$, each at 80, 300 and 1000 K. They agreed within a relative tolerance of $10^{-8}$, apart from an absolute allowance of $10^{-9}$.

## Part (e): evaluation at 300 K

**Calculate the moment and identify its main source.**

**Answer.** At 300 K, $kT=208.51$ cm$^{-1}$ and $x=1.4388$. The factors $w_1=0.23722$, $w_2=0.01335$ and $w_3=0.00018$ give

$$Z\simeq1+3(0.23722)+5(0.01335)+7(0.00018)\simeq1.780 .$$

The populations of $J=0,1,2,3$ are 56.19, 39.99, 3.75 and 0.07 percent. The first-order part is

$$\frac94\,[2(0.3999)+6(0.0375)+12(0.0007)]\simeq2.325 .$$

The Van Vleck part is

$$\frac{49/1.7796-1}{2(1.4388)}\simeq9.221 .$$

Their sum is 11.546, so

$$\mu_{\rm eff}=\sqrt{11.546}\simeq3.40 .$$

The corresponding molar susceptibility is $4.81\times10^{-3}$ cm$^3$/mol in cgs units.

The Van Vleck part supplies about 80 percent of $\mu_{\rm eff}^2$. The first-order moments of the excited levels would by themselves give 1.52 Bohr magnetons. The largest single contribution is the link between $J=0$ and $J=1$:

$$\frac{48(1-0.23722)}{2(1.4388)(1.7796)}\simeq7.15 .$$

A nonmagnetic ground level therefore has no permanent moment, but it can still acquire an induced one. The field mixes a little of $J=1$ into $J=0$, and the mixed state is polarized along the field.

## Part (f): cold and hot limits

**Find the limits $kT\ll\lambda$ and $kT\gg\lambda$, and comment on using a Curie law.**

**Answer.** In the cold limit $\langle J(J+1)\rangle\to0$ and $Z\to1$, so

$$\mu_{\rm eff}^2\to\frac{24kT}{\lambda},\qquad
\frac{m}{B}\to\frac{8\mu_B^2}{\lambda}.$$

The susceptibility becomes independent of temperature. The effective moment falls as $\sqrt T$ because its definition contains a factor $T$. At 20 K the model gives 1.055.

In the hot limit all 49 states are equally populated at leading order. The trace of $\mathbf L\cdot\mathbf S$ over the term vanishes, so the mean of $\mathbf J^2$ is $12+12=24$. To first order in $x$,

$$Z\simeq49\left(1-\frac x2\,24\right)=49(1-12x),\qquad \frac{49}{Z}-1\simeq12x .$$

Hence

$$\mu_{\rm eff}^2\to\frac94(24)+6=60=L(L+1)+4S(S+1),$$

the result for uncoupled orbital and spin moments. Reaching this limit requires $kT$ to be large compared with the whole multiplet width, $21\lambda=6300$ cm$^{-1}$. It is a limit of the model and not a laboratory condition for the precursor.

Between these limits the moment varies with temperature. At fixed $\lambda=300$ cm$^{-1}$ it is 3.06 at 200 K, 3.40 at 300 K and 3.62 at 400 K. A Curie law would require a constant moment, so a value for this ion needs its temperature stated.

## Part (g): is one value of $\lambda$ adequate?

**Relate $\lambda$ to the one-electron spin-orbit constant $\zeta$, and assess the single-$\lambda$ model for a free ion.**

**Answer.** The microscopic coupling is $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$. In the state of $^7F$ with $M_S=3$, each of the six spins has $s_z=1/2$. The expectation value of the coupling is therefore $\zeta M_L/2$. The effective form gives $3\lambda M_L$ for the same state. Equating them yields $\lambda=\zeta/6$, provided that other terms are not mixed into $^7F$.

This relation was tested with all states of the $4f^6$ configuration that matter at 300 K. Rough typical parameters were used: Slater integrals $F^2,F^4,F^6=83000$, 60000 and 42000 cm$^{-1}$, and $\zeta=1300$ cm$^{-1}$. When the Coulomb repulsion was multiplied by 1000 to isolate $^7F$, the levels matched $\lambda=\zeta/6=216.7$ cm$^{-1}$ within 1 cm$^{-1}$. The moment was 3.65, and its square matched the closed formula within 0.5 percent.

With the repulsion at its assumed, unscaled size, spin-orbit coupling mixes other terms into $^7F$. The levels $J=1$, 2 and 3 then lie at 372, 1025 and 1867 cm$^{-1}$. Dividing successive intervals by $J$ gives about

$$372,\qquad \frac{1025-372}{2}\simeq327,\qquad \frac{1867-1025}{3}\simeq281\ \text{cm}^{-1}.$$

A single $\lambda$ would make these numbers equal. The full configuration gives $\mu_{\rm eff}=3.21$. Combining its level energies with the pure $^7F$ matrix elements gives 3.26. Thus most of the fall from 3.40 comes from the energies, because the lowest gaps are larger than for $\lambda=300$ cm$^{-1}$. The remaining 0.05 comes from the changed states, in which $T_1$ drops from 4 to about 3.85 while $g_J$ stays close to $3/2$.

The value 3.40 consequently depends on the chosen $\lambda$. At fixed $T=300$ K, the closed formula gives 3.64 for 220 cm$^{-1}$ and 3.23 for 370 cm$^{-1}$. The full-configuration calculation is itself limited: it omits the ligand field, mixing with other configurations and smaller magnetic interactions. It also depends on the rough parameters. Raising or lowering $\zeta$ by 50 cm$^{-1}$ moves $J=1$ by about 25 cm$^{-1}$ and gives moments of 3.15 or 3.27. Raising or lowering all $F^k$ by 5 percent gives 3.24 or 3.18.

## Part (h): reading a measurement on the precursor

**Estimate the effects of the ligands, the measuring conditions and a small Eu(II) impurity. Keep $\lambda=300$ cm$^{-1}$ and $T=300$ K.**

**Answer.** Represent an axial ligand field by $b(3L_z^2-12)$, with $b=10$ cm$^{-1}$. It splits $J=1$ by 136 cm$^{-1}$. The moments along and perpendicular to the axis become 3.18 and 3.52, but the powder value is 3.41. For $b=-10$ cm$^{-1}$ the anisotropy reverses, while the powder value is again 3.41.

Symmetry explains the small change. The powder average is a rotational scalar, whereas this ligand field is a rank-two tensor. A scalar cannot depend linearly on such a tensor when the unperturbed ion is isotropic, so the first correction is of order $b^2$. It is small only for a weak field: $b=20$ cm$^{-1}$ splits $J=1$ by 270 cm$^{-1}$ and raises the powder value to 3.44. A real ligand field also has rank-four and rank-six parts, which this model omits and which add second-order shifts of their own.

In a field of 7 T, $\mu_BB=3.27$ cm$^{-1}$, much less than $kT$. The ratio $m/B$ differs from its weak-field value by about $-0.02$ percent. Using the free-electron $g$ factor changes the moment from 3.398 to 3.405. Neither effect matters at the accuracy of this model.

Ligand diamagnetism matters more. For a molar mass near 700 g/mol, the rough rule of $-0.5\times10^{-6}$ cm$^3$/mol per g/mol gives $-3.5\times10^{-4}$ cm$^3$/mol. If this is not corrected, the apparent moment is

$$3.398\sqrt{\frac{4.813-0.350}{4.813}}\simeq3.27 .$$

An Eu(II) ion with $S=7/2$ and no orbital moment has $\mu_{\rm eff}^2=4S(S+1)=63$. If one percent of the europium is Eu(II), susceptibilities add and

$$\mu_{\rm app}=\sqrt{0.99(11.546)+0.01(63)}\simeq3.47 .$$

This estimate excludes the diamagnetic error. The two errors have opposite signs, so a plausible apparent moment does not establish purity.

A real case is the europium tris-β-diketonate with tetramethylheptanedionate ligands, whose molar mass is close to 700 g/mol. Room-temperature moments of Eu(III) compounds are commonly quoted as roughly 3.4; this is an empirical figure, not a result of the calculations here. The value $\lambda=300$ cm$^{-1}$ reproduces that size, but it puts $J=1$ below the 372 cm$^{-1}$ found for the free-ion model. The full configuration gives a moment about 0.19 lower, but most of this reflects the chosen value of $\lambda$ and not the use of a single $\lambda$. The closed formula with $\lambda=372$ cm$^{-1}$ gives 3.23, within 0.02 of the full result. The unequal intervals then raise the moment by about 0.04, and the changed states lower it by about 0.05. The calculations here do not determine how the omitted interactions would alter the value of 3.21. A measured moment near 3.4 is therefore compatible with Eu(III), but it does not by itself fix $\lambda$ or exclude a small Eu(II) content.

For scale, about 1.6 percent Eu(II) would cancel the uncorrected diamagnetic error estimated above, and about 2.4 percent would raise the full-configuration value of 3.21 to 3.40.

## Calculated quantities

```
lambda = 300 cm^-1, T = 300 K
kT = 208.51 cm^-1, x = 1.4388, Z = 1.7796
J=0: E = 0 cm^-1, w = 1.00000, population = 56.19 %
J=1: E = 300 cm^-1, w = 0.23722, population = 39.99 %
J=2: E = 900 cm^-1, w = 0.01335, population = 3.75 %
J=3: E = 1800 cm^-1, w = 0.00018, population = 0.07 %
first-order part of mu^2 = 2.325 muB^2
Van Vleck part of mu^2 = 9.221 muB^2
Van Vleck link 0-1 = 7.150 muB^2
Van Vleck link 1-2 = 1.967 muB^2
Van Vleck link 2-3 = 0.103 muB^2
Van Vleck share of mu^2 = 79.9 %
moment from first-order part alone = 1.525 muB
total mu^2 = 11.546 muB^2
mu_eff = 3.398 muB
molar susceptibility = 4.813e-03 cm^3/mol (cgs)
chi*T = 1.444 cm^3 K/mol (cgs)
lambda 300 cm^-1, T = 20 K: mu_eff = 1.055 muB
lambda 300 cm^-1, T = 100 K: mu_eff = 2.348 muB
lambda 300 cm^-1, T = 200 K: mu_eff = 3.063 muB
lambda 300 cm^-1, T = 400 K: mu_eff = 3.622 muB
lambda 300 cm^-1, T = 450 K: mu_eff = 3.715 muB
lambda 220 cm^-1, 300 K: mu_eff = 3.639 muB
lambda 370 cm^-1, 300 K: mu_eff = 3.230 muB
full 4f6: F2, F4, F6 = 83000, 60000, 42000 cm^-1
full 4f6: zeta = 1300, zeta/6 = 216.7 cm^-1
full 4f6 levels J=1..3 (cm^-1): [ 372. 1025. 1867.]
full 4f6 levels J=4..6 (cm^-1): [2830. 3867. 4942.]
full 4f6: mu_eff = 3.213 muB
pure 7F moments, full levels: 3.262 muB
strong-repulsion limit: mu_eff = 3.651 muB
ligand field b = +10: J=1 splitting 136 cm^-1
  mu_z 3.183, mu_x 3.518, powder 3.410 muB
ligand field b = -10: J=1 splitting 132 cm^-1
  mu_z 3.671, mu_x 3.273, powder 3.411 muB
7 T: Zeeman unit muB*B = 3.268 cm^-1
7 T: change of M/B from linear = -0.0198 %
electron g = 2.00232: mu_eff = 3.405 muB
assumed molar mass = 700 g/mol
estimated diamagnetism = -3.50e-04 cm^3/mol (cgs)
apparent moment if uncorrected = 3.272 muB
Eu(II) spin-only moment = 7.937 muB
apparent moment with 1 % Eu(II) = 3.473 muB
```
